# Why Mott-Schottky Analysis Finds False Doping in Undoped Thin Diodes

## The result

Mott-Schottky analysis turns the slope of $C^{-2}$ against bias into a doping density. In an undoped layer of thickness $L$ and permittivity $\epsilon$, charge injected from the contacts also makes the capacitance rise with forward bias, and the analysis assigns that rise to dopants. If the injection capacitance grows as $\exp(eV/mkT)$ with constant ideality $m$, the reported density has the minimum

$$N_{\min}=\frac{27}{4}\,\frac{m\,kT\,\epsilon}{e^2L^2}. \tag{1}$$

No dopant density enters. For $L=100$ nm, relative permittivity 3.5, $m=2$ and 300 K, the minimum is $6.8\times10^{15}\ \mathrm{cm^{-3}}$, or $6.8\times10^{21}\ \mathrm{m^{-3}}$.

Throughout, $C$ is the low-frequency small-signal capacitance per unit area, $V$ is positive in forward bias, $e>0$, and $V_T=kT/e$.

## Dopant charge: what the analysis assumes

Take a layer with a uniform density $N$ of ionized dopants, depleted over a width $w<L$. In the depletion approximation the space charge has a sharp edge, and integrating Poisson's equation twice gives the band bending

$$V_{bi}-V=\frac{eNw^2}{2\epsilon}.$$

A small change of bias moves charge at the depletion edge, a distance $w$ from the junction, so $C=\epsilon/w$. Hence

$$\frac1{C^2}=\frac{w^2}{\epsilon^2}=\frac{2(V_{bi}-V)}{e\epsilon N},
\qquad
\frac{d(C^{-2})}{dV}=-\frac{2}{e\epsilon N}.$$

The analysis inverts the last relation and calls the result the doping density:

$$N_{app}=-\frac{2}{e\epsilon}\left[\frac{d(C^{-2})}{dV}\right]^{-1}. \tag{2}$$

Equation (2) can be applied to any measured curve. Since $d(C^{-2})/dV=-2C^{-3}\,dC/dV$,

$$N_{app}=\frac{C^3}{e\epsilon\,(dC/dV)}. \tag{3}$$

Every rising capacitance therefore yields a positive density, whatever charge causes the rise. The interpretation as doping rests on the assumption that the responding charge sits at a depletion edge.

## Geometric charge: a constant background

An undoped layer with no carriers is a parallel-plate capacitor with $C_g=\epsilon/L$. This contribution does not depend on bias. By itself it makes $dC/dV=0$, and (3) diverges. A finite reading needs a second contribution.

## Injected charge: the exponential model

Suppose the low-frequency capacitance is

$$C=C_g+C_0e^{V/(mV_T)}. \tag{4}$$

The exponential term can be motivated by a layer whose interior is nearly field-free and holds equal electron and hole densities. With flat quasi-Fermi levels separated by $eV$, $np=n_i^2e^{V/V_T}$, where $n_i$ is the intrinsic density. Hence $n=p=n_ie^{V/(2V_T)}$. The stored charge of one sign is $en_iLe^{V/(2V_T)}$, and its derivative is an injection capacitance with $m=2$. More generally, $1/m$ is the fraction of a bias change that moves the relevant quasi-Fermi level relative to its band. Adding the exponential term to an unchanged $C_g$ is an assumption of the model: where the two are comparable, the interior of a real diode can still carry a field. The Poisson calculation below shows the size of the resulting departure.

Differentiating (4) gives

$$\frac{dC}{dV}=\frac{C-C_g}{mV_T}.$$

Put this into (3) and write $y=C/C_g$. Using $C_g=\epsilon/L$ and $V_T=kT/e$,

$$N_{app}=\frac{mV_TC_g^2}{e\epsilon}\,\frac{y^3}{y-1}
=\frac{m\,kT\,\epsilon}{e^2L^2}\,f(y),
\qquad f(y)=\frac{y^3}{y-1}. \tag{5}$$

The derivative is

$$f'(y)=\frac{3y^2(y-1)-y^3}{(y-1)^2}=\frac{y^2(2y-3)}{(y-1)^2}.$$

It is negative for $1<y<3/2$ and positive for $y>3/2$. The single minimum is therefore at $C=3C_g/2$, where $f=(27/8)/(1/2)=27/4$. This proves (1). The prefactor $C_0$ has dropped out: it sets the bias at which the minimum occurs, but not its depth.

The two limits show how the minimum forms. At low bias $y\to1$, the injected part is small, the curve is almost flat, and $N_{app}$ diverges as $1/(y-1)$. At high bias $y\gg1$, and $N_{app}$ grows as $y^2$.

### Why the scale is $kT\epsilon/(e^2L^2)$

To change the capacitance by an amount comparable with $C_g$ over a bias interval of order $V_T$, the injected charge per area must be of order $C_gV_T=\epsilon V_T/L$. Spread over the thickness, this corresponds to a density $\epsilon V_T/(eL^2)$. One factor $1/L$ comes from the geometric capacitance and the other from spreading the charge through the layer.

The same point can be put in terms of real dopants. A real density $N_{\min}$ would be depleted across the whole layer by a band bending

$$\frac{eN_{\min}L^2}{2\epsilon}=\frac{27}{8}\,mV_T.$$

For $m=2$ this is 175 mV. When the built-in voltage is near 1 V, such a layer is already fully depleted at zero bias. A depletion edge could appear inside it only close to flat band, where injected charge is also present.

### Why the plot looks convincing

By (2), the smallest $N_{app}$ belongs to the steepest slope of $C^{-2}(V)$. This is an inflection point, around which the curve resembles a straight line. To find the width of this region, ask where $N_{app}$ is twice its minimum. Setting $f=27/2$ gives

$$y^3-\tfrac{27}{2}y+\tfrac{27}{2}=(y-3)\left(y^2+3y-\tfrac92\right)=0.$$

The roots above 1 are $y=3$ and $y=(\sqrt{27}-3)/2\approx1.098$. Because $y-1\propto e^{V/(mV_T)}$, the bias interval between them is $mV_T\ln(2/0.098)\approx3.0\,mV_T$. For $m=2$ this is about 155 mV.

The line also gives a false built-in voltage. The minimum lies at the bias $V^*$ where the injected part equals $C_g/2$:

$$V^*=mV_T\ln\frac{C_g}{2C_0}.$$

There $C^{-2}=4/(9C_g^2)$, and the slope is

$$-2\,\frac{8}{27C_g^3}\,\frac{C_g}{2mV_T}=-\frac{8}{27\,C_g^2\,mV_T}.$$

Dividing the height by the magnitude of the slope shows that the tangent reaches zero at

$$V_{int}=V^*+\frac{4}{9}\cdot\frac{27}{8}\,mV_T=V^*+\frac32\,mV_T.$$

This voltage depends on $C_0$ and $m$. The apparent depletion width at the same point, $\epsilon/C=2L/3$, lies inside the layer and so raises no alarm.

### Numbers for a 100 nm layer

With $V_T=25.85$ mV and $C_g=31.0\ \mathrm{nF/cm^2}$, the density unit is

$$\frac{kT\epsilon}{e^2L^2}=5.0\times10^{14}\ \mathrm{cm^{-3}}.$$

For $m=2$, multiplication by $2\times27/4=13.5$ gives $6.8\times10^{15}\ \mathrm{cm^{-3}}$. For $m=1$ the floor is half as large.

Choose $C_0=1.0\times10^{-6}\ \mathrm{nF/cm^2}$, which places the capacitance rise below 1 V. Then $V^*=51.7\ \mathrm{mV}\times\ln(1.55\times10^7)=0.856$ V. The tangent adds 78 mV, giving a false built-in voltage of 0.934 V. The apparent depletion width is 67 nm.

With $m$, permittivity and temperature fixed, the floor is $2.7\times10^{16}\ \mathrm{cm^{-3}}$ at 50 nm and $6.8\times10^{13}\ \mathrm{cm^{-3}}$ at 1000 nm.

## Contact tails: when the rise is not exponential

Equation (4) is a model, and an undoped diode need not follow it. For any curve with $C>C_g$ and $dC/dV>0$, define a local ideality

$$m(V)=\frac{C-C_g}{V_T\,(dC/dV)}.$$

Equation (5) then holds at each bias with $m$ replaced by $m(V)$, and $f\ge27/4$ gives

$$N_{app}(V)\ge\frac{27}{4}\,\frac{m(V)\,kT\,\epsilon}{e^2L^2}. \tag{6}$$

What remains is to find $m(V)$ from the physics of the diode.

Place the anode at $x=0$ and the cathode at $x=L$. Assume that each contact exchanges one carrier type only, recombination is weak enough to leave the quasi-Fermi levels flat, and Boltzmann statistics hold. Let the carrier density fixed at each contact be $n_c$. With electrostatic potential $\phi$,

$$\epsilon\phi''=e(n-p),\qquad \phi(L)-\phi(0)=V_{bi}-V,$$

$$n=n_ce^{[\phi-\phi(L)]/V_T},\qquad p=n_ce^{-[\phi-\phi(0)]/V_T}.$$

The charge supplied through the cathode is its surface charge, $\epsilon\phi'(L)$, plus that of all electrons in the layer:

$$Q=\epsilon\phi'(L)-e\int_0^Ln\,dx.$$

Integrating Poisson's equation from an interior point $x_0$ to $L$ replaces the contact field by an interior field:

$$Q=\epsilon\phi'(x_0)-e\int_0^{x_0}n\,dx-e\int_{x_0}^{L}p\,dx. \tag{7}$$

The anode carries $-Q$, so $C=-dQ/dV$. Without carriers, $Q=\epsilon(V_{bi}-V)/L$ and $C=\epsilon/L$, as required.

### The tails alone

At moderate bias below $V_{bi}$ the interior contains few carriers and has a nearly uniform field $F=\phi'(x_0)$. The two integrals in (7) are small, so $Q\approx\epsilon F$. Near the cathode only electrons matter. Multiplying $\epsilon\phi''=en$ by $2\phi'/\epsilon$, and using $n'=n\phi'/V_T$, gives

$$\frac{d(\phi'^2)}{dx}=\frac{2kT}{\epsilon}\frac{dn}{dx},
\qquad \phi'^2=F^2+\frac{2kT}{\epsilon}n.$$

The electron tail takes up a voltage beyond that of the uniform field:

$$\Delta V=\int\left(1-\frac F{\phi'}\right)d\phi
=V_T\int_0^{n_c}\left(1-\frac F{\phi'}\right)\frac{dn}{n}.$$

Set $r=\phi'/F$, so that $dn/n=2r\,dr/(r^2-1)$. The integrand becomes $2\,dr/(r+1)$, and

$$\Delta V=2V_T\ln\frac{1+r_c}{2},\qquad r_c=\sqrt{1+\frac{2kTn_c}{\epsilon F^2}}.$$

For a strongly injecting contact $r_c\gg1$, so $\Delta V\approx-2V_T\ln F+\text{const}$. The hole tail at the anode contributes equally. Thus

$$V_{bi}-V\approx FL-4V_T\ln F+\text{const},
\qquad dV=-\left(L-\frac{4V_T}{F}\right)dF,$$

and

$$C\approx\frac{\epsilon}{L-4V_T/F}. \tag{8}$$

The tails act as if they shortened the layer by $2V_T/F$ at each contact. This rise is algebraic in the field, not exponential in the bias. Its false density follows from

$$\frac{d(C^{-2})}{dV}
=\frac{2}{\epsilon^2}\left(L-\frac{4V_T}{F}\right)\frac{4V_T}{F^2}\,\frac{dF}{dV}
=-\frac{8V_T}{\epsilon^2F^2},
\qquad N_{app}\approx\frac{\epsilon F^2}{4kT}.$$

The reading falls as forward bias reduces the interior field. The approximation requires $FL\gg4V_T$, strong contact accumulation and negligible carrier density in the interior. The example below has only $r_c\approx2.7$ at zero bias; there (8) gives $C/C_g=1.10$ against 1.06 from the full Poisson equation, while the expression for $N_{app}$ is within about 5%.

### The interior charge takes over

At the middle of the symmetric layer

$$n=p=n_ce^{-(V_{bi}-V)/(2V_T)}.$$

Close to $V_{bi}$ these carriers screen the interior and dominate the capacitance, so $m(V)$ approaches 2. Between the two regimes neither limit suffices, and Poisson's equation is solved numerically here.

The example uses a transport gap of 1.5 eV, injection barriers of 0.15 eV and a state density of $10^{21}\ \mathrm{cm^{-3}}$. These give $V_{bi}=1.20$ V and $n_c=3.0\times10^{18}\ \mathrm{cm^{-3}}$. A finite-volume Newton solution, scanned from 0 to 1.2 V with no dopants, gives a lowest reading of

$$1.09\times10^{16}\ \mathrm{cm^{-3}}=21.9\,\frac{kT\epsilon}{e^2L^2}$$

at 0.81 V. The actual carrier density in the middle of the layer is then $1.7\times10^{15}\ \mathrm{cm^{-3}}$, so the reading is not the free-carrier density either.

The local ideality is 4.6 near $C=1.5C_g$ and 2.6 at the lowest reading. It dips to about 1.7 some 10 to 12 $V_T$ below $V_{bi}$ and then approaches 2 from below, reaching 1.95 at $4V_T$ below $V_{bi}$. Because $m(V)$ is still falling when $f$ reaches its minimum, $N_{app}$ continues to fall beyond that point. Its own minimum comes at $C=2.07C_g$.

## Weighing the contributions

The numerical reading exceeds the constant-$m$ floor for $m=2$ by a factor $10.94/6.75=1.62$. Equation (5) splits this into two parts. The local ideality of 2.63 instead of 2 contributes a factor 1.32. The position $C=2.07C_g$ instead of $1.5C_g$ contributes 1.23. For these strongly injecting contacts the departure from a constant $m=2$ thus raises the false density, while the scale $kT\epsilon/(e^2L^2)$ remains. The sign of the departure depends on the contacts: with barriers of 0.30 or 0.35 eV the local ideality at the lowest reading is about 1.8 or 1.5, and the reading, about 12 or 10 times $kT\epsilon/(e^2L^2)$, lies below the $m=2$ floor of 13.5. Doubling the thickness to 200 nm with the same contacts lowers the reading to $2.8\times10^{15}\ \mathrm{cm^{-3}}$, corresponding to $L^{-1.95}$.

Real acceptors can now be added to the same Poisson calculation:

- With $1.0\times10^{15}\ \mathrm{cm^{-3}}$, the lowest reading is $1.1\times10^{16}\ \mathrm{cm^{-3}}$, eleven times the true value and almost the same as without dopants.
- With $2.0\times10^{17}\ \mathrm{cm^{-3}}$, the reading at 0.3 V is $1.97\times10^{17}\ \mathrm{cm^{-3}}$. The apparent depletion width is 39 nm, well inside the layer, and the analysis works.

A doping claim therefore needs a reading far above the floor. That alone is not sufficient, since an undoped diode also gives large readings at lower bias, where its capacitance is nearly flat. The density should in addition stay constant, to about 10%, over a bias range much wider than $3mV_T$, with an apparent depletion width $\epsilon/C$ well inside the layer. A factor of 2 is too loose a test: starting from $-1$ V, the reading of the undoped example takes about 0.5 V to halve, while $\epsilon/C$ is 98 nm, nearly the whole layer. For uniformly doped layers of the same material, each thick enough to be only partly depleted at the biases compared, it should also not change with thickness.

## The model beside a real organic diode

A thickness of 100 nm, a relative permittivity of 3.5 and a mobility of $10^{-4}\ \mathrm{cm^2/Vs}$ are rough but ordinary values for organic solar-cell layers. When recombination is weak, readings near $10^{16}\ \mathrm{cm^{-3}}$ in such layers are thus compatible with no doping at all. The neglected effects have the following sizes.

**Recombination.** This is the least controlled of the omissions considered here. For equal mobilities $\mu$, the Langevin coefficient is $2e\mu/\epsilon$. A recombination current of order $e(2e\mu/\epsilon)n^2L$, carried by a density $n$, requires a quasi-Fermi-level drop of order $2enL^2/\epsilon$. At the lowest reading this is 174 mV, so flat levels cannot be assumed. If recombination is a hundred times weaker than Langevin's rate, the same estimate gives about 2 mV at the lowest reading. The estimate grows in proportion to $n$ and reaches about 0.4 V at $4V_T$ below $V_{bi}$, so even then flat levels, and the approach of $m(V)$ to 2, do not hold close to $V_{bi}$. The Poisson result is limited to such weak recombination; the shift of the reading in the strong case has not been calculated. Bound (6) still applies to the measured curve if $C>C_g$ and $C$ rises.

**Contacts and disorder.** At zero bias the mean field is 0.12 MV/cm and the field at the contacts is about 0.3 MV/cm, both below the rough MV/cm scale of breakdown in good organic films. Below $V_{bi}$ the field pushes carriers back towards the contact that supplies them. The usual image-force lowering of an injection barrier needs a field that pulls carriers out, so it does not occur here. Its formula would give 70 meV for a field equal to the mean field at zero bias, and this value serves only as a trial change of the barriers. Reducing both barriers by that amount at fixed gap raises the lowest reading by 5.4%. For Gaussian disorder of 60 meV, the ratio $n/(kT\,dn/d\mu_F)$, with $\mu_F$ the Fermi energy, is 1.00 in mid-layer and 1.11 at the contact, against 1 for Boltzmann statistics. At the carrier densities of the Poisson calculation, degeneracy is therefore negligible in the interior and modest at the contacts. If the barriers were instead measured from the centre of the Gaussian, the contact density would be higher and degeneracy there stronger.

**Frequency.** The carriers must follow the test signal. Their diffusion frequency, $\mu V_T/(2\pi L^2)$, is 4.1 kHz here, and measuring well below it is the cautious choice for the low-frequency capacitance. A series resistance of $10\ \Omega\,\mathrm{cm^2}$ gives a cut-off near 250 kHz, so by this estimate carrier transport is the tighter limit.
